# Why [001]-Poled Rhombohedral Crystals Show Little Strain Hysteresis: verification in Python

```python
"""
Result under test: in a rhombohedral ferroelectric poled along [001], a field
along [001] leaves the four variants with Pz > 0 equal in free energy and in
axial strain, so it does not drive walls between them; the strain comes from
reversible rotation of the polarization.

Symbols (SI inside the program):
  P polarization, E field, g free energy density
  A, B, K   quadratic, isotropic quartic and anisotropic quartic coefficients
  Q11, Q12, Q44  electrostriction (Q44 for engineering shear)
  p = |Px| = |Py| and z = Pz on the branch under an axial field
Wall pressure = difference of g between the two variants at a wall.
Material values are round numbers in the rough regime of PMN-PT crystals.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.optimize import brentq, minimize

A0, B, K = 1.0e8, 7.3e8, 8.0e7
Q11, Q12, Q44 = 0.055, -0.025, 0.030
E_MAX = 1.0e6            # drive field, V/m
E_COERCIVE = 2.0e5       # rough coercive field, V/m
RESTORING = 4.0e5        # restoring stiffness of a wall, J/m3
C44 = 6.0e10             # rough shear modulus, Pa
SHEAR_STRESS = 1.0e7     # residual shear stress, Pa
T_CURIE, T_ROOM, T_WARM = 140.0, 20.0, 60.0   # rough, deg C
E_JUMP, E_BREAKDOWN = 2.0e6, 5.0e6            # rough, V/m
KVCM = 1.0e5

# Free energy, gradient and Hessian from one symbolic definition
x, y, w, ex, ey, ez, a, c6, s11, s33, s12 = sp.symbols(
    "x y w ex ey ez a c6 s11 s33 s12")
p2 = x**2 + y**2 + w**2
g_sym = (-a*p2/2 + B*p2**2/4 - K*(x**2*y**2 + y**2*w**2 + w**2*x**2)
         + c6*(x**6 + y**6 + w**6 - 3*x**2*y**2*w**2)
         - ex*x - ey*y - ez*w
         - s11*(Q11*x**2 + Q12*(y**2 + w**2))
         - s33*(Q11*w**2 + Q12*(x**2 + y**2)) - s12*Q44*x*y)
args = (x, y, w, ex, ey, ez, a, c6, s11, s33, s12)
grad_sym = [sp.diff(g_sym, v) for v in (x, y, w)]
g_fun = sp.lambdify(args, g_sym, "numpy")
grad_fun = sp.lambdify(args, grad_sym, "numpy")
hess_fun = sp.lambdify(args, sp.hessian(g_sym, (x, y, w)).tolist(), "numpy")


def energy(P, E, A=A0, sixth=0.0, stress=(0.0, 0.0, 0.0)):
    return float(g_fun(*P, *E, A, sixth, *stress))


def relax(P, E, A=A0, sixth=0.0, stress=(0.0, 0.0, 0.0)):
    """Newton search for the local minimum near P, with a stability check."""
    P = np.array(P, float)
    for _ in range(60):
        par = (*P, *E, A, sixth, *stress)
        step = np.linalg.solve(np.array(hess_fun(*par), float),
                               np.array(grad_fun(*par), float))
        P = P - step
        if np.max(np.abs(step)) < 1e-13:
            break
    else:
        raise RuntimeError("no convergence")
    H = np.array(hess_fun(*P, *E, A, sixth, *stress), float)
    assert np.linalg.eigvalsh(H)[0] > 0
    return P


def path(signs, E, A=A0, sixth=0.0, stress=(0.0, 0.0, 0.0), steps=20):
    """Follow one variant while field and stress grow from zero."""
    signs, E, stress = map(np.array, (signs, E, stress))
    P = signs*np.sqrt(A/(3*B - 4*K))
    states = []
    for t in np.linspace(0, 1, steps + 1):
        P = relax(P, t*E, A, sixth, t*stress)
        assert np.all(P*signs > 0)
        states.append(P)
    return np.array(states)


def follow(signs, E, **kw):
    return path(signs, E, **kw)[-1]


def strain(P):
    S = Q44*np.outer(P, P)/2
    for i in range(3):
        S[i, i] = Q11*P[i]**2 + Q12*(P @ P - P[i]**2)
    return S


# Orbits of the variants under cubic operations that keep the field fixed
variants = list(itertools.product((1, -1), repeat=3))
upper = [v for v in variants if v[2] > 0]
operations = []
for perm in itertools.permutations(range(3)):
    for sg in variants:
        R = np.zeros((3, 3), int)
        for i in range(3):
            R[i, perm[i]] = sg[i]
        operations.append(R)


def orbit_sizes(axis):
    keep = [R for R in operations if np.array_equal(R @ axis, axis)]
    orbits = {frozenset(tuple(int(c) for c in R @ np.array(v)) for R in keep)
              for v in variants}
    return sorted(len(o) for o in orbits)


orb001 = orbit_sizes(np.array([0, 0, 1]))
orb111 = orbit_sizes(np.array([1, 1, 1]))
assert orb001 == [4, 4] and orb111 == [1, 1, 3, 3]

# Equal energies and axial strains, also with sixth-order anisotropy
E_axial = np.array([0.0, 0.0, E_MAX])
for sixth in (0.0, 2.0e8):
    st = [follow(v, E_axial, sixth=sixth) for v in upper]
    en = [energy(P, E_axial, sixth=sixth) for P in st]
    assert np.ptp(en) < 1e-10*abs(en[0])
    assert np.ptp([strain(P)[2, 2] for P in st]) < 1e-12
states = [follow(v, E_axial) for v in upper]
energies = [energy(P, E_axial) for P in states]

# Global search: the lowest minima are these four and no others
rng = np.random.default_rng(4)
found = []
for _ in range(80):
    r = minimize(lambda P: energy(P, E_axial)*1e-6, rng.uniform(-0.4, 0.4, 3),
                 jac=lambda P: np.array(
                     grad_fun(*P, *E_axial, A0, 0, 0, 0, 0))*1e-6,
                 method="BFGS")
    found.append((r.fun*1e6, r.x))
lowest = min(f[0] for f in found)
best = [relax(P, E_axial) for en, P in found if en < lowest + 1e3]
best_signs = {tuple(int(c) for c in np.sign(P)) for P in best}
assert best_signs == set(upper)
assert all(np.allclose(np.abs(P), np.abs(states[0]), atol=1e-9) for P in best)

# Closed branch under an axial field against direct minimization
p0 = np.sqrt(A0/(3*B - 4*K))
table = []
for field in (0.0, 0.25*E_MAX, 0.5*E_MAX, E_MAX):
    P = follow((1, 1, 1), (0, 0, field))
    z = P[2]
    p_formula = np.sqrt((A0 - (B - 2*K)*z**2)/(2*(B - K)))
    e_formula = K*z*((3*B - 4*K)*z**2 - A0)/(B - K)
    assert abs(P[0] - p_formula) < 1e-10 and abs(P[1] - p_formula) < 1e-10
    assert abs(e_formula - field) < 1e-3
    table.append((field, P, strain(P)))
S0 = table[0][2]
zero_states = [follow(v, (0, 0, 0)) for v in variants]
assert np.ptp([strain(P)[2, 2] for P in zero_states]) < 1e-12

# Small-signal response by finite differences
chi = (B - K)/(2*K*A0)
d33 = 2*p0*(Q11 - Q12*(B - 2*K)/(B - K))*chi


def d33_numeric(A):
    h = 1e3
    Pp, Pm = (follow((1, 1, 1), (0, 0, s*h), A=A) for s in (1, -1))
    return ((strain(Pp) - strain(Pm))[2, 2]/(2*h), (Pp - Pm)[2]/(2*h))


d_num, chi_num = d33_numeric(A0)
assert abs(d_num/d33 - 1) < 1e-4 and abs(chi_num/chi - 1) < 1e-4
warm_factor = (T_CURIE - T_WARM)/(T_CURIE - T_ROOM)
d_warm = d33_numeric(A0*warm_factor)[0]
assert abs(d_warm/d33*np.sqrt(warm_factor) - 1) < 1e-4

# End of the branch: the tetragonal state changes stability at E_T
zc = np.sqrt(A0/(B - 2*K))
E_T = 2*K*A0*zc/(B - 2*K)
for factor, stable in ((0.99, False), (1.01, True)):
    zt = brentq(lambda q: B*q**3 - A0*q - factor*E_T, p0*1.5, 1.0)
    H = np.array(hess_fun(0, 0, zt, 0, 0, factor*E_T, A0, 0, 0, 0, 0), float)
    assert (np.linalg.eigvalsh(H)[0] > 0) == stable
assert follow((1, 1, 1), (0, 0, 0.99*E_T))[0] > 0


# Wall pressure from tilt, reversal and stress
def tilted(deg):
    t = np.radians(deg)
    return E_MAX*np.array([np.sin(t), 0.0, np.cos(t)])


def pressure(E, first=(1, 1, 1), other=(-1, 1, 1), **kw):
    return (energy(follow(other, E, **kw), E, **kw)
            - energy(follow(first, E, **kw), E, **kw))


p_now, z_now = states[0][0], states[0][2]
press1, press5 = pressure(tilted(1.0)), pressure(tilted(5.0))
assert abs(press1/(2*p_now*E_MAX*np.sin(np.radians(1))) - 1) < 2e-3
threshold = pressure(np.array([0, 0, E_COERCIVE]), other=(1, 1, -1))
assert abs(threshold/(2*p0*E_COERCIVE) - 1) < 0.03
tilt_c = brentq(lambda d: pressure(tilted(d)) - threshold, 1.0, 20.0)
tilt_formula = np.degrees(np.arcsin(threshold/(2*p_now*E_MAX)))
assert abs(tilt_c/tilt_formula - 1) < 0.05
press_shear = pressure(E_axial, stress=(0, 0, SHEAR_STRESS))
assert abs(press_shear/(2*Q44*p_now**2*SHEAR_STRESS) - 1) < 0.02
press_normal = max(abs(pressure(E_axial, other=v, stress=s))
                   for s in ((SHEAR_STRESS, 0, 0), (0, -SHEAR_STRESS, 0))
                   for v in upper)
assert press_normal < 1e-3
P5 = [follow(v, tilted(5.0)) for v in ((1, 1, 1), (-1, 1, 1))]
switch_strain = abs(strain(P5[0])[2, 2] - strain(P5[1])[2, 2])

# Elastic fit of a 71-degree wall under field
Pa, Pb = states[upper.index((1, 1, 1))], states[upper.index((-1, 1, 1))]
jump = strain(Pa) - strain(Pb)


def mismatch(normal):
    n = np.array(normal, float)/np.linalg.norm(normal)
    T = np.eye(3) - np.outer(n, n)
    assert abs((Pa - Pb) @ n) < 1e-10
    return np.sqrt(2)*np.linalg.norm(T @ jump @ T)


assert mismatch((0, p_now, z_now)) < 1e-12
gamma = mismatch((0, 1, 1))
assert abs(gamma - np.sqrt(2)*Q44*p_now*(z_now - p_now)) < 1e-10
press_fit = C44*gamma**2/2
wall_turn = np.degrees(np.arctan2(z_now, p_now)) - 45


# Cyclic strain with wall friction and a linear restoring force
def strain_loop(E, axis, friction, n=100):
    axis = np.array(axis, float)/np.linalg.norm(axis)
    one, two = (path(v, E, steps=n) for v in ((1, 1, 1), (-1, 1, 1)))
    fields = [t*np.array(E) for t in np.linspace(0, 1, n + 1)]
    drive = [energy(q, e) - energy(r, e) for r, q, e in zip(one, two, fields)]
    s1, s2 = ([axis @ strain(P) @ axis for P in br] for br in (one, two))
    shift = 0.0
    for _ in range(3):
        curves = []
        for order in (range(n + 1), range(n, -1, -1)):
            curve = np.zeros(n + 1)
            for i in order:
                force = drive[i] - RESTORING*shift
                if abs(force) > friction:
                    shift = (drive[i] - np.sign(force)*friction)/RESTORING
                    shift = float(np.clip(shift, -0.5, 0.5))
                curve[i] = (0.5 + shift)*s1[i] + (0.5 - shift)*s2[i]
            curves.append(curve)
    return 100*np.max(np.abs(curves[1] - curves[0]))/np.ptp(curves)


E_diag = E_MAX*np.ones(3)/np.sqrt(3)
press_diag = pressure(E_diag)
loops = {}
for name, E, axis in (("[001] aligned", E_axial, (0, 0, 1)),
                      ("[001] tilted 5 deg", tilted(5.0), (0, 0, 1)),
                      ("[111] with leftover variant", E_diag, (1, 1, 1))):
    loops[name] = [strain_loop(E, axis, f) for f in (threshold, threshold/10)]
aligned, tilt_loop, diag_loop = loops.values()
assert max(aligned) < 1e-8 and tilt_loop[0] < 1e-8
assert diag_loop[0] > 5 and diag_loop[1] > 3*tilt_loop[1]
n111 = np.ones(3)/np.sqrt(3)
Pz1, Pz2 = (follow(v, (0, 0, 0)) for v in ((1, 1, 1), (-1, 1, 1)))
diag_strain = n111 @ (strain(Pz1) - strain(Pz2)) @ n111
assert abs(diag_strain - 4*Q44*p0**2/3) < 1e-12

print(f"A = {A0:.2e} V m/C; B = {B:.2e}, K = {K:.2e} V m5/C3")
print(f"Q11, Q12, Q44 = {Q11:.3f}, {Q12:.3f}, {Q44:.3f} m4/C2")
print(f"drive field = {E_MAX/KVCM:.1f} kV/cm")
print(f"rough coercive field = {E_COERCIVE/KVCM:.1f} kV/cm")
print("variant orbits, field [001]:", orb001, " field [111]:", orb111)
print(f"spontaneous polarization = {100*np.sqrt(3)*p0:.2f} uC/cm2")
print(f"its cube-axis component p0 = {100*p0:.2f} uC/cm2")
print(f"small-signal d33 = {d33*1e12:.0f} pm/V")
print(f"relative susceptibility along [001] = {chi/epsilon_0:.0f}")
print("field kV/cm | p uC/cm2 | z uC/cm2 | added S33 % | added S11 %")
for field, P, S in table:
    dS = 100*(S - S0)
    print(f"  {field/KVCM:5.1f} | {100*P[0]:.3f} | {100*P[2]:.3f} | "
          f"{dS[2, 2]:.4f} | {dS[0, 0]:.4f}")
print("at the drive field: variant signs, g in kJ/m3, S33 in %")
for v, P, en in zip(upper, states, energies):
    print(f"  {v} {en/1e3:.4f} {100*strain(P)[2, 2]:.5f}")
print(f"distinct lowest minima in global search = {len(best_signs)}")
print(f"model end of branch E_T = {E_T/KVCM:.1f} kV/cm")
print(f"assumed wall threshold = {threshold/1e3:.1f} kJ/m3")
print(f"wall restoring stiffness = {RESTORING/1e3:.0f} kJ/m3")
print(f"pressure, tilt 1 deg = {press1/1e3:.2f} kJ/m3")
print(f"pressure, tilt 5 deg = {press5/1e3:.2f} kJ/m3")
print(f"pressure, field along [111] = {press_diag/1e3:.1f} kJ/m3")
print(f"tilt that reaches threshold = {tilt_c:.1f} deg")
print(f"same from the sine formula = {tilt_formula:.1f} deg")
print(f"S33 change if a 5 deg tilt switches all = {100*switch_strain:.4f} %")
print(f"[111] strain step between variants, E=0 = {100*diag_strain:.4f} %")
print("loop width / strain swing in %: threshold wall | 10x softer wall")
for name, (hard, soft) in loops.items():
    print(f"  {name}: {hard:.2f} | {soft:.2f}")
print(f"residual shear stress = {SHEAR_STRESS/1e6:.0f} MPa")
print(f"pressure from that shear stress = {press_shear/1e3:.1f} kJ/m3")
print(f"rough shear modulus = {C44/1e9:.0f} GPa")
print(f"turn of ideal 71 deg wall = {wall_turn:.2f} deg")
print(f"shear mismatch of fixed wall = {100*gamma:.4f} %")
print(f"largest mismatch pressure = {press_fit/1e3:.2f} kJ/m3")
print(f"rough Curie temperature = {T_CURIE:.0f} C")
print(f"d33 warmed from {T_ROOM:.0f} to {T_WARM:.0f} C = {d_warm*1e12:.0f} pm/V")
print(f"rough phase-jump field = {E_JUMP/KVCM:.0f} kV/cm, "
      f"{E_JUMP/E_MAX:.1f} times the drive")
print(f"rough breakdown field = {E_BREAKDOWN/KVCM:.0f} kV/cm, "
      f"{E_BREAKDOWN/E_MAX:.1f} times the drive")
print("success")
```

It prints:

```
A = 1.00e+08 V m/C; B = 7.30e+08, K = 8.00e+07 V m5/C3
Q11, Q12, Q44 = 0.055, -0.025, 0.030 m4/C2
drive field = 10.0 kV/cm
rough coercive field = 2.0 kV/cm
variant orbits, field [001]: [4, 4]  field [111]: [1, 1, 3, 3]
spontaneous polarization = 40.05 uC/cm2
its cube-axis component p0 = 23.12 uC/cm2
small-signal d33 = 1445 pm/V
relative susceptibility along [001] = 4588
field kV/cm | p uC/cm2 | z uC/cm2 | added S33 % | added S11 %
    0.0 | 23.125 | 23.125 | 0.0000 | 0.0000
    2.5 | 22.693 | 24.080 | 0.0347 | -0.0172
    5.0 | 22.284 | 24.937 | 0.0670 | -0.0332
   10.0 | 21.511 | 26.440 | 0.1264 | -0.0627
at the drive field: variant signs, g in kJ/m3, S33 in %
  (1, 1, 1) -4259.5603 0.15315
  (1, -1, 1) -4259.5603 0.15315
  (-1, 1, 1) -4259.5603 0.15315
  (-1, -1, 1) -4259.5603 0.15315
distinct lowest minima in global search = 4
model end of branch E_T = 117.6 kV/cm
assumed wall threshold = 92.4 kJ/m3
wall restoring stiffness = 400 kJ/m3
pressure, tilt 1 deg = 7.51 kJ/m3
pressure, tilt 5 deg = 37.50 kJ/m3
pressure, field along [111] = 241.1 kJ/m3
tilt that reaches threshold = 12.4 deg
same from the sine formula = 12.4 deg
S33 change if a 5 deg tilt switches all = 0.0122 %
[111] strain step between variants, E=0 = 0.2139 %
loop width / strain swing in %: threshold wall | 10x softer wall
  [001] aligned: 0.00 | 0.00
  [001] tilted 5 deg: 0.00 | 0.22
  [111] with leftover variant: 77.95 | 9.22
residual shear stress = 10 MPa
pressure from that shear stress = 27.8 kJ/m3
rough shear modulus = 60 GPa
turn of ideal 71 deg wall = 5.87 deg
shear mismatch of fixed wall = 0.0450 %
largest mismatch pressure = 6.07 kJ/m3
rough Curie temperature = 140 C
d33 warmed from 20 to 60 C = 1770 pm/V
rough phase-jump field = 20 kV/cm, 2.0 times the drive
rough breakdown field = 50 kV/cm, 5.0 times the drive
success
```
